# Two-step Hamann-Schlueter-Chiang pseudopotentials, worked out for the sodium atom: test program

```python
"""
Two-step Hamann-Schlueter-Chiang pseudopotential, tested on the Na atom (LDA).

Result under test: with f = exp(-(r/rc)^4), g = r^(l+1) f,
  V1 = (1-f) V + c f          (c tuned so the lowest level equals eps)
  w2 = gamma (w1 + delta g)   (gamma matches the tail, delta the norm)
  V2 = V1 + gamma delta g/w2 * (eps - V1 + [16x^8-(8l+20)x^4]/(2r^2)), x=r/rc
has lowest level eps, norm 1, and the all-electron tail.
V: all-electron potential; u: all-electron radial function (r times R(r));
w1, w2: lowest radial functions of V1, V2. Hartree atomic units.
Potentials are stored as q = r V(r), which is finite at the nucleus.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_legendre, roots_jacobi

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 11


class Grid:
    """Lagrange basis on Legendre-Lobatto points mapped to 0 <= r <= rmax."""

    def __init__(self, n, rmax, scale=3.0):
        inner = np.sort(roots_jacobi(n - 1, 1, 1)[0])
        self.x = np.concatenate(([-1.0], inner, [1.0]))
        self.p = eval_legendre(n, self.x)
        diff = self.x[:, None] - self.x[None, :]
        np.fill_diagonal(diff, 1.0)
        d = self.p[:, None] / (self.p[None, :] * diff)
        np.fill_diagonal(d, 0.0)
        d[0, 0], d[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
        self.scale, self.b, self.rmax = scale, 2 * scale / rmax, rmax
        den = 1 - self.x + self.b
        self.r = scale * (1 + self.x) / den
        jac = scale * (2 + self.b) / den**2
        self.w = 2 / (n * (n + 1) * self.p**2) * jac
        self.deriv = d / jac[:, None]
        self.kin = 0.5 * self.deriv.T @ (self.w[:, None] * self.deriv)

    def interpolate(self, values, r_new):
        r_new = np.atleast_1d(np.asarray(r_new, float))
        x_new = (r_new * (1 + self.b) - self.scale) / (r_new + self.scale)
        diff = x_new[:, None] - self.x[None, :]
        diff[diff == 0] = 1e-15
        weight = 1 / (self.p[None, :] * diff)
        return weight @ values / weight.sum(axis=1)

    def integral(self, values):
        return float(np.sum(self.w * values))


def states(grid, q, l, count):
    """Lowest `count` levels and normalized radial functions."""
    r, w = grid.r[1:-1], grid.w[1:-1]
    s = 1 / np.sqrt(w)
    h = s[:, None] * grid.kin[1:-1, 1:-1] * s[None, :]
    h = h + np.diag(q[1:-1] / r + l * (l + 1) / (2 * r**2))
    e, vec = eigh(h, subset_by_index=[0, count - 1])
    u = np.zeros((count, len(grid.r)))
    u[:, 1:-1] = (s[:, None] * vec).T
    for row in u:
        row *= np.sign(row[np.argmax(abs(row))])
    return e, u


def correlation(rs):
    """Perdew-Wang energy per electron and potential, unpolarized gas."""
    a, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    t = np.sqrt(rs)
    pre = -2 * a * (1 + a1 * rs)
    q1 = 2 * a * (b1 * t + b2 * rs + b3 * rs * t + b4 * rs**2)
    dq1 = a * (b1 / t + 2 * b2 + 3 * b3 * t + 4 * b4 * rs)
    log = np.log1p(1 / q1)
    e = pre * log
    de = -2 * a * a1 * log - pre * dq1 / (q1**2 + q1)
    return e, e - rs * de / 3


def screening(grid, n, charge):
    """r times (Hartree + exchange-correlation) for radial density n."""
    r = grid.r
    hartree = charge * r / grid.rmax
    source = grid.w[1:-1] * n[1:-1] / r[1:-1]
    hartree[1:-1] += np.linalg.solve(2 * grid.kin[1:-1, 1:-1], source)
    rho = np.maximum(n[1:-1] / (4 * np.pi * r[1:-1]**2), 1e-30)
    rs = (3 / (4 * np.pi * rho))**(1 / 3)
    vxc = -(3 * rho / np.pi)**(1 / 3) + correlation(rs)[1]
    hartree[1:-1] += r[1:-1] * vxc
    return hartree


def scf(grid, q_ext, occupations):
    """Self-consistent atom; q_ext and occupations are keyed by l."""
    charge = sum(sum(o) for o in occupations.values())
    q_scr = max(charge - 1, 0) * (1 - np.exp(-2 * grid.r))
    for _ in range(400):
        n = np.zeros_like(grid.r)
        for l, occ in occupations.items():
            u = states(grid, q_ext[l] + q_scr, l, len(occ))[1]
            n += np.array(occ) @ u**2
        residual = screening(grid, n, charge) - q_scr
        if np.max(abs(residual)) < 1e-7:
            return q_scr
        q_scr = q_scr + 0.4 * residual
    raise AssertionError("self-consistency not reached")


def construct(grid, q, l, eps, u, rc):
    """The two-step construction for one angular momentum."""
    r = grid.r
    x4 = (r / rc)**4
    f = np.exp(-x4)
    q_cut = -q * np.expm1(-x4)
    c, history = 0.0, [0.0]
    for _ in range(60):
        e, w = states(grid, q_cut + c * r * f, l, 1)
        step = (eps - e[0]) / grid.integral(f * w[0]**2)
        c += step
        history.append(c)
        if abs(step) < 1e-7:
            break
    else:
        raise AssertionError("tuning of c did not converge")
    q1 = q_cut + c * r * f
    e1, w = states(grid, q1, l, 1)
    w1 = w[0]
    tail = (r > 2.5 * rc) & (r < 4 * rc)
    ratio = u[tail] / w1[tail]
    gamma = ratio.mean()
    g = r**(l + 1) * f
    i1, i2 = grid.integral(w1 * g), grid.integral(g * g)
    defect = 1 - 1 / gamma**2
    disc = i1**2 - i2 * defect
    assert disc > 0, "no real delta"
    delta = -defect / (i1 + np.sqrt(disc))
    w2 = gamma * (w1 + delta * g)
    assert np.all(w2[(r > 0) & (r < 20)] > 0), "node in w2"
    ri, xi, v1 = r[1:-1], x4[1:-1], q1[1:-1] / r[1:-1]
    brace = eps - v1 + (16 * xi**2 - (8 * l + 20) * xi) / (2 * ri**2)
    v2 = v1 + gamma * delta * g[1:-1] / w2[1:-1] * brace
    q2 = np.concatenate(([0.0], ri * v2, [q[-1]]))
    return dict(c=c, history=history, q1=q1, w1=w1, e1=e1[0], gamma=gamma,
                spread=np.ptp(ratio), i1=i1, i2=i2, delta=delta, w2=w2,
                q2=q2, f=f, q_cut=q_cut)


def log_derivative(sub, q, l, energy):
    """u'/u at the end of the finite interval covered by `sub`."""
    r = sub.r[1:]
    m = sub.kin[1:, 1:] + np.diag(
        sub.w[1:] * (q[1:] / r + l * (l + 1) / (2 * r**2) - energy))
    return 2 * (m[-1, -1] - m[-1, :-1] @ np.linalg.solve(m[:-1, :-1], m[:-1, -1]))


# Solver and functional checks
grid = Grid(120, 60.0)
r = grid.r
bare = -Z * np.ones_like(r)
assert abs(states(grid, bare, 0, 3)[0][2] + Z**2 / 18) < 1e-6
rho0, h = 0.02, 1e-5
energy_density = lambda d: d * correlation((3 / (4 * np.pi * d))**(1 / 3))[0]
slope = (energy_density(rho0 + h) - energy_density(rho0 - h)) / (2 * h)
assert abs(slope - correlation((3 / (4 * np.pi * rho0))**(1 / 3))[1]) < 1e-6

# All-electron reference atom
q_ae = bare + scf(grid, {0: bare, 1: bare}, {0: [2, 2, 1], 1: [6]})
fine = Grid(150, 60.0)
bare_f = -Z * np.ones_like(fine.r)
q_f = bare_f + scf(fine, {0: bare_f, 1: bare_f}, {0: [2, 2, 1], 1: [6]})

print("Na atom, LDA, 1s2 2s2 2p6 3s1; energies in Ha, lengths in bohr")
cutoffs = {0: 1.8, 1: 2.0}
results = {}
for l, rc in cutoffs.items():
    name = "3s" if l == 0 else "3p"
    index = 2 - l
    e, u_all = states(grid, q_ae, l, index + 1)
    eps, u = e[index], u_all[index]
    assert abs(eps - states(fine, q_f, l, index + 1)[0][index]) < 1e-6
    dense = np.linspace(0.05, 10, 2000)
    u_dense = grid.interpolate(u, dense)
    node = dense[np.where(u_dense[1:] * u_dense[:-1] < 0)[0][-1]]
    peak = dense[np.argmax(u_dense)]
    assert node < rc < peak

    ps = construct(grid, q_ae, l, eps, u, rc)
    results[l] = dict(ps, eps=eps)
    # tuning: level, slope, one-sided approach
    assert abs(ps["e1"] - eps) < 1e-7
    level = lambda c: states(grid, ps["q_cut"] + c * r * ps["f"], l, 1)[0][0]
    mean_f = grid.integral(ps["f"] * ps["w1"]**2)
    fd = (level(ps["c"] + 1e-3) - level(ps["c"] - 1e-3)) / 2e-3
    assert abs(fd - mean_f) < 1e-4
    assert max(ps["history"][1:]) < ps["c"] + 1e-6
    assert ps["spread"] < 1e-5
    # rediagonalize the inverted potential
    e2, w = states(grid, ps["q2"], l, 1)
    assert abs(e2[0] - eps) < 1e-6
    assert np.max(abs(w[0] - ps["w2"])) < 1e-5
    outside = r > 2.5 * rc
    assert np.max(abs(w[0] - u)[outside]) < 1e-5
    # compare with inversion by numerical differentiation
    zone = (r > 0.3) & (r < 6)
    second = grid.deriv @ (grid.deriv @ ps["w2"])
    v_num = (eps - l * (l + 1) / (2 * r[zone]**2)
             + second[zone] / (2 * ps["w2"][zone]))
    inversion_error = np.max(abs(v_num - ps["q2"][zone] / r[zone]))
    assert inversion_error < 1e-5
    # value at the origin
    near = (r > 0.01) & (r < 0.4)
    a = np.polyfit(r[near], ps["w1"][near] / r[near]**(l + 1), 6)[-1]
    v_origin = np.polyfit(r[near], ps["q2"][near] / r[near], 6)[-1]
    v_formula = ps["c"] + ps["delta"] * (eps - ps["c"]) / (a + ps["delta"])
    assert abs(v_origin - v_formula) < 1e-3

    # logarithmic derivatives and inner norms on a separate interval
    radius = 2.5 * rc
    sub = Grid(90, radius)
    cases = {"AE": (q_ae, u), "V1": (ps["q1"], ps["gamma"] * ps["w1"]),
             "V2": (ps["q2"], ps["w2"])}
    norm, dslope, logd, shift = {}, {}, {}, {}
    for key, (q, func) in cases.items():
        qs, fs = grid.interpolate(q, sub.r), grid.interpolate(func, sub.r)
        D = lambda de: log_derivative(sub, qs, l, eps + de)
        norm[key] = sub.integral(fs**2)
        k = 0.004
        dslope[key] = (8 * (D(k) - D(-k)) - D(2 * k) + D(-2 * k)) / (12 * k)
        expected = -2 * norm[key] / fs[-1]**2
        assert abs(dslope[key] / expected - 1) < 1e-4
        logd[key] = [D(-0.1), D(0.0), D(0.1)]
        shift[key] = np.array([D(0.005), D(0.01)])
    assert abs(norm["V2"] - norm["AE"]) < 1e-6
    assert abs(logd["V2"][1] - logd["AE"][1]) < 1e-5
    assert (abs(dslope["V1"] - dslope["AE"])
            > 10 * abs(dslope["V2"] - dslope["AE"]))
    err = shift["V2"] - shift["AE"]
    order_ratio = err[1] / err[0]
    assert 3 < order_ratio < 5.5

    print(f"{name}: eps = {eps:.6f} Ha = {eps * HARTREE_EV:.4f} eV")
    print(f"{name}: rc = {rc:.2f}, outer node = {node:.2f}, peak = {peak:.2f} bohr")
    print(f"{name}: c iterates (Ha):",
          " ".join(f"{v:.5f}" for v in ps["history"][:9]))
    print(f"{name}: c = {ps['c']:.6f} Ha, dE/dc = <f> = {mean_f:.5f}")
    print(f"{name}: gamma = {ps['gamma']:.6f}, delta = {ps['delta']:.6f} bohr^-{l + 1.5}")
    print(f"{name}: I1 = {ps['i1']:.6f} bohr^{l + 1.5}, I2 = {ps['i2']:.6f} bohr^{2 * l + 3}")
    print(f"{name}: a = {a:.5f} bohr^-{l + 1.5}, V2(0) = {v_formula:.4f} Ha")
    print(f"{name}: level of V2 minus eps = {e2[0] - eps:.1e} Ha")
    print(f"{name}: analytic vs numerical inversion, max diff = {inversion_error:.1e} Ha")
    print(f"{name}: norm inside R = {radius:.2f} bohr: "
          + ", ".join(f"{k} {v:.6f}" for k, v in norm.items()))
    print(f"{name}: dD/dE at R (1/(Ha bohr)): "
          + ", ".join(f"{k} {v:.5f}" for k, v in dslope.items()))
    for key in cases:
        print(f"{name}: D(R) at eps-0.1, eps, eps+0.1 Ha, {key} (1/bohr):",
              " ".join(f"{v:.5f}" for v in logd[key]))
    print(f"{name}: V2 error in D, ratio for 0.01/0.005 Ha = {order_ratio:.3f}")

# Unscreening and self-consistent tests
q_val = screening(grid, results[0]["w2"]**2, 1.0)
q_ion = {l: results[l]["q2"] - q_val for l in cutoffs}
print("r (bohr), V, V1s, V2s, V2p, Vion_s, Vion_p (Ha)")
for radius in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0, 5.0):
    row = [grid.interpolate(q, radius)[0] / radius for q in
           (q_ae, results[0]["q1"], results[0]["q2"], results[1]["q2"],
            q_ion[0], q_ion[1])]
    print(f"{radius:.2f}", " ".join(f"{v:.4f}" for v in row))
for l in cutoffs:
    assert abs(grid.interpolate(q_ion[l], 8.0)[0] + 1) < 1e-4

q_ref = scf(grid, q_ion, {0: [1.0]})
for l in cutoffs:
    level_ref = states(grid, q_ion[l] + q_ref, l, 1)[0][0]
    assert abs(level_ref - results[l]["eps"]) < 1e-6

q_half_ae = bare + scf(grid, {0: bare, 1: bare}, {0: [2, 2, 0.5], 1: [6]})
q_half_ps = scf(grid, q_ion, {0: [0.5]})
for l, name in ((0, "3s"), (1, "3p")):
    e_ae = states(grid, q_half_ae, l, 3 - l)[0][-1]
    e_ps = states(grid, q_ion[l] + q_half_ps, l, 1)[0][0]
    assert abs(e_ps - e_ae) < 0.1 * abs(e_ae - results[l]["eps"])
    print(f"3s^0.5 ion, {name}: AE {e_ae:.6f}, pseudo {e_ps:.6f} Ha, "
          f"error {1000 * (e_ps - e_ae):.3f} mHa")

print("finished without a failed check")
```

Output:

```
Na atom, LDA, 1s2 2s2 2p6 3s1; energies in Ha, lengths in bohr
3s: eps = -0.103473 Ha = -2.8156 eV
3s: rc = 1.80, outer node = 1.04, peak = 3.25 bohr
3s: c iterates (Ha): 0.00000 0.29366 0.41772 0.43409 0.43433 0.43433
3s: c = 0.434331 Ha, dE/dc = <f> = 0.05606
3s: gamma = 1.008101, delta = -0.026568 bohr^-1.5
3s: I1 = 0.315340 bohr^1.5, I2 = 1.062353 bohr^3
3s: a = 0.13749 bohr^-1.5, V2(0) = 0.5631 Ha
3s: level of V2 minus eps = 8.1e-11 Ha
3s: analytic vs numerical inversion, max diff = 5.8e-10 Ha
3s: norm inside R = 4.50 bohr: AE 0.652617, V1 0.668884, V2 0.652617
3s: dD/dE at R (1/(Ha bohr)): AE -6.54452, V1 -6.70764, V2 -6.54452
3s: D(R) at eps-0.1, eps, eps+0.1 Ha, AE (1/bohr): 0.24870 -0.19354 -1.72887
3s: D(R) at eps-0.1, eps, eps+0.1 Ha, V1 (1/bohr): 0.25279 -0.19354 -1.91510
3s: D(R) at eps-0.1, eps, eps+0.1 Ha, V2 (1/bohr): 0.24833 -0.19354 -1.74202
3s: V2 error in D, ratio for 0.01/0.005 Ha = 4.341
3p: eps = -0.028544 Ha = -0.7767 eV
3p: rc = 2.00, outer node = 1.15, peak = 4.94 bohr
3p: c iterates (Ha): 0.00000 0.07223 0.07711 0.07713 0.07713
3p: c = 0.077129 Ha, dE/dc = <f> = 0.01427
3p: gamma = 0.999081, delta = 0.002831 bohr^-2.5
3p: I1 = 0.320844 bohr^2.5, I2 = 3.048762 bohr^5
3p: a = 0.04704 bohr^-2.5, V2(0) = 0.0711 Ha
3p: level of V2 minus eps = 7.7e-11 Ha
3p: analytic vs numerical inversion, max diff = 3.3e-09 Ha
3p: norm inside R = 5.00 bohr: AE 0.369819, V1 0.367982, V2 0.369819
3p: dD/dE at R (1/(Ha bohr)): AE -4.42808, V1 -4.40607, V2 -4.42808
3p: D(R) at eps-0.1, eps, eps+0.1 Ha, AE (1/bohr): 0.32363 -0.00540 -0.77718
3p: D(R) at eps-0.1, eps, eps+0.1 Ha, V1 (1/bohr): 0.32280 -0.00540 -0.76693
3p: D(R) at eps-0.1, eps, eps+0.1 Ha, V2 (1/bohr): 0.32350 -0.00540 -0.77926
3p: V2 error in D, ratio for 0.01/0.005 Ha = 4.275
r (bohr), V, V1s, V2s, V2p, Vion_s, Vion_p (Ha)
0.25 -25.0628 0.4248 0.5637 0.0623 0.3973 -0.1041
0.50 -7.9940 0.3843 0.5477 0.0292 0.3849 -0.1336
1.00 -1.9962 0.2135 0.4258 -0.0921 0.2773 -0.2405
1.50 -0.8718 -0.0654 0.0694 -0.2415 -0.0577 -0.3685
2.00 -0.4879 -0.2870 -0.3185 -0.3084 -0.4253 -0.4151
3.00 -0.2463 -0.2460 -0.2491 -0.2365 -0.3408 -0.3282
4.00 -0.1626 -0.1626 -0.1626 -0.1626 -0.2503 -0.2503
5.00 -0.1150 -0.1150 -0.1150 -0.1150 -0.2000 -0.2000
3s^0.5 ion, 3s: AE -0.191302, pseudo -0.188709 Ha, error 2.593 mHa
3s^0.5 ion, 3p: AE -0.098401, pseudo -0.097865 Ha, error 0.536 mHa
finished without a failed check
```
